Doppler line width from a uniform optically thick slab

**1. A line that can no longer brighten at its centre**

A hot plasma that emits near 13.5 nm also absorbs there. Light made deep inside it, at the centre of a strong line, is absorbed before it reaches the surface. Adding more ions along the line of sight then leaves the centre of the emergent line nearly unchanged, while the flanks, where the plasma is still transparent, continue to brighten. The line becomes wider. We ask how its width depends on the amount of plasma.

Consider a plane slab of thickness L, seen along its normal. The populations n_l and n_u of the lower and upper levels, per unit volume, are uniform. The ions have a Maxwell distribution of velocities at temperature T and no bulk flow. No light enters from behind, and there is no continuum. Until section 9 the line shape is purely Doppler.

Hartree atomic units are used: ħ = mₑ = e = 1 and c = 1/α, with α the fine-structure constant. T denotes an energy, so Boltzmann's constant does not appear. The intensity I is energy per unit time, area, solid angle and angular frequency.

**2. Absorption by one ion**

In a weak field along z, first-order perturbation theory gives a transition of frequency ω0 and dipole matrix element z_ul the polarizability

|z_ul|² [1/(ω0 - ω) + 1/(ω0 + ω)] = 2ω0|z_ul|²/(ω0² - ω²).

The numerator, summed over upper states and averaged over lower states, is the absorption oscillator strength f. A small damping rate Γ removes the divergence:

p(ω) = f/(ω0² - ω² - iωΓ).

A field of amplitude E does work on the induced dipole at the mean rate ½ω Im p E². The incident energy flux is E²/(8πα). Their ratio is the cross-section

σ(ω) = 4παω Im p(ω) = 4παf ω²Γ/[(ω0² - ω²)² + ω²Γ²].

Near resonance, put δ = ω - ω0, so that ω0² - ω² ≈ -2ω0δ. Then

σ ≈ παf Γ/(δ² + Γ²/4).

Since the integral of Γ/(δ² + Γ²/4) over δ is 2π,

∫σ dω = 2π²αf.     (1)

**3. The Doppler profile**

An ion moving with velocity v along the light ray sees the frequency ω(1 - αv), to first order in αv. It absorbs when this equals ω0, that is, when ω ≈ ω0(1 + αv). Hence v = (ω - ω0)/(αω0). The Maxwell distribution of this velocity component is

√(M/2πT) exp(-Mv²/2T),

where M is the ion mass. Substituting for v and multiplying by dv/dω = 1/(αω0) gives the normalized profile

φ(ω) = exp(-x²)/(√π Δ),  x = (ω - ω0)/Δ,

Δ = αω0 √(2T/M).     (2)

Δ is the half width at which the profile has fallen to 1/e.

**4. Optical depth and source function**

Stimulated emission returns light to the beam. It involves the same squared matrix elements as absorption, so its cross-section per upper ion is g_l/g_u times that per lower ion, where g_l and g_u are the statistical weights. The net absorption coefficient is

k(ω) = 2π²αf (n_l - n_u g_l/g_u) φ(ω).

We assume that it is positive. With φ(ω0) = 1/(√πΔ), the optical depth at line centre is

τ0 = k(ω0)L = 2π^(3/2) αfL (n_l - n_u g_l/g_u)/Δ.     (3)

At other frequencies the depth is τ(x) = τ0 exp(-x²).

The spontaneous decay rate A follows from equilibrium with black-body radiation. That radiation has α³ω²N/π² photons per unit volume and angular frequency, with N = 1/(exp(ω/T) - 1). Multiplying by the speed 1/α and by (1), each lower ion absorbs at the rate

2π²αf · (1/α) · α³ω0²N/π² = 2α³ω0²fN.

Upward and downward transitions balance:

n_l 2α³ω0²fN = n_u [A + (g_l/g_u) 2α³ω0²fN].

In equilibrium n_l/n_u = (g_l/g_u) exp(ω0/T). Dividing by n_u and collecting terms gives

A = (g_l/g_u) 2α³ω0²fN [exp(ω0/T) - 1] = 2α³ω0²f g_l/g_u.     (4)

A is a property of the ion, so (4) also holds out of equilibrium.

Let the upper ions have the same velocity distribution as the lower ones. Emission then has the same profile φ. Each decay releases the energy ω0 into 4π of solid angle, on average isotropically, so the emissivity is

j(ω) = n_u ω0 A φ(ω)/(4π).

The source function is S = j/k. The profile and f cancel:

S = [n_u ω0 · 2α³ω0²f (g_l/g_u)/(4π)] / [2π²αf (n_l - n_u g_l/g_u)]
  = α²ω0³/(4π³) · 1/[n_l g_u/(n_u g_l) - 1].     (5)

For Boltzmann populations the last bracket is exp(ω0/T) - 1, and S is the Planck function. The width law does not need this. It needs S to be the same throughout the slab and across the narrow line.

**5. The emergent spectrum and its half width**

Along the normal, the intensity obeys

dI/dz = -kI + j = k(S - I).

Multiply by exp(kz). The equation becomes d[I exp(kz)]/dz = kS exp(kz). Integrating from z = 0, where I = 0, to z = L gives I exp(kL) = S[exp(kL) - 1], or

I(x) = S {1 - exp[-τ0 exp(-x²)]}.     (6)

Where τ(x) is small, I ≈ Sτ(x) and every added layer contributes. Where τ(x) is large, I ≈ S and added layers are hidden.

Let ±x_h be the points where I is half its central value:

1 - exp(-τ_h) = ½[1 - exp(-τ0)],  τ_h = τ0 exp(-x_h²).

Thus exp(-τ_h) = ½[1 + exp(-τ0)], and τ_h = ln{2/[1 + exp(-τ0)]}. Taking the logarithm of τ0 exp(-x_h²) = τ_h gives x_h² = ln τ0 - ln τ_h. The full width at half maximum is therefore

FWHM = 2Δ √( ln τ0 - ln ln{2/[1 + exp(-τ0)]} ).     (7)

For a thin slab, 1 + exp(-τ0) ≈ 2 - τ0, so τ_h ≈ -ln(1 - τ0/2) ≈ τ0/2. Then x_h² = ln 2 and the width is 2Δ√ln 2, that of the profile itself.

For a thick slab, exp(-τ0) vanishes and τ_h = ln 2:

FWHM ≈ 2Δ √ln(τ0/ln 2) → 2Δ √ln τ0.     (8)

This is the square-root law. The half-intensity point sits where the slab has optical depth ln 2. A thicker slab moves that point outwards, but the Gaussian falls so steeply that a small shift in frequency offsets a large factor in column. Once the slab is thick, multiplying τ0 by 10 adds ln 10 ≈ 2.30 to x_h², however large x_h² already is. Equivalently, from x_h² = ln τ0 + constant,

dx_h/d(ln τ0) = 1/(2x_h),

so each further decade widens the line by less.

The last form in (8) is a leading-order statement. Because -ln ln 2 ≈ 0.367,

x_h ≈ √ln τ0 · [1 + 0.367/(2 ln τ0)].

The correction falls only as an inverse logarithm. At τ0 = 100 the full width is 4.46Δ, against 4.29Δ from 2Δ√ln τ0. At τ0 = 10⁸ it is 8.67Δ against 8.58Δ. A millionfold increase in depth has less than doubled the width. At moderate depth the constant ln 2 should be kept.

**6. A flat top with steepening edges**

The intensity equals a fraction q of S where τ(x) = -ln(1 - q). For q = 0.9 this depth is ln 10; for q = 0.1 it is ln(10/9). Writing x² = ln τ0 - ln τ(x) at both points and subtracting,

x₁₀² - x₉₀² = ln[ln 10/ln(10/9)] ≈ 3.08.

The left side is (x₁₀ - x₉₀)(x₁₀ + x₉₀). For a very thick slab the sum is close to 2x_h, so

x₁₀ - x₉₀ ≈ 3.08/(2x_h).     (9)

The edge narrows as the line widens, and the spectrum approaches a flat-topped box. At τ0 = 10⁴ the edge measures 0.491 in units of Δ, and (9) gives 0.498. At τ0 = 10⁸ the values are 0.353 and 0.356.

**7. The energy in the whole line**

The frequency-integrated intensity is SΔW, with

W = ∫ {1 - exp[-τ0 exp(-x²)]} dx

over all x. Use symmetry and set u = τ0 exp(-x²), so x = √(ln τ0 - ln u) for positive x. Integrating by parts,

W = 2[x(1 - e^(-u))] - 2∫ x e^(-u) (du/dx) dx.

The bracket vanishes at x = 0, and at infinity because u falls faster than 1/x. As x runs from 0 to infinity, u runs from τ0 down to 0. Reversing the limits removes the minus sign:

W = 2 ∫₀^τ0 √(ln τ0 - ln u) e^(-u) du.     (10)

The weight e^(-u) favours u of order one. With Λ = ln τ0 large, expand

√(Λ - ln u) = √Λ [1 - ln u/(2Λ) - (ln u)²/(8Λ²) - ...].

In each term the upper limit may be moved to infinity, with an error that is exponentially small in τ0. The region of tiny u, where the expansion fails, has weight of order 1/τ0. The averages of ln u follow from

∫₀^∞ u^s e^(-u) du = Γ(1 + s) = exp(-γs + π²s²/12 + ...)
  = 1 - γs + ½(γ² + π²/6)s² + ...,

where Γ(1 + s) is here the gamma function and γ ≈ 0.577 is Euler's constant. Since u^s = 1 + s ln u + ½s²(ln u)² + ..., the mean of ln u is -γ and that of (ln u)² is γ² + π²/6. Therefore

W ≈ 2√Λ [1 + γ/(2Λ) - (γ² + π²/6)/(8Λ²)].     (11)

The emitted energy follows the same leading law as the width, with γ in place of 0.367 in the first correction. At τ0 = 10⁴, direct integration gives W = 6.244 and (11) gives 6.242. Once the centre has saturated, a tenfold column yields far less than ten times the light: from τ0 = 100 to τ0 = 1000, W grows by 21%.

**8. Light leaving in all directions**

A ray at angle θ to the normal crosses the depth τ/μ, with μ = cos θ. For a slab much wider than it is thick, the outward flux is

F = 2πS ∫₀¹ μ[1 - exp(-τ/μ)] dμ = πS[1 - 2E₃(τ)],

E₃(τ) = ∫₀¹ μ exp(-τ/μ) dμ.

At the centre of a thick line F ≈ πS. Half of this is reached at the depth c that solves 2E₃(c) = ½, which is c = 0.419. Hence

FWHM of flux ≈ 2Δ √ln(τ0/c).     (12)

The constant is smaller than ln 2 because oblique rays saturate sooner. At τ0 = 1000 the flux width is 5.58Δ, and the width along the normal is 5.39Δ. The leading law is the same.

**9. Where the Doppler profile stops being enough**

A Gaussian falls faster than any power of x, but a real line also has Lorentzian wings. Averaging the resonance of section 2 over the Doppler shifts y, in units of Δ, replaces exp(-x²) by the Voigt function

H(a,x) = (a/π) ∫ exp(-y²)/[(x - y)² + a²] dy,  a = Γ/(2Δ).

The depth is τ_D H(a,x), where τ_D is the right side of (3). For small a and far from the centre, the wing comes from y of order one, with x much larger. Expanding 1/(x - y)² and using the Gaussian mean of y², which is ½,

H ≈ a/(√π x²) · [1 + 3/(2x²) + ...].

The Doppler law needs the wing depth at its own half point to be small compared with ln 2:

R = aτ_D/(√π x_h² ln 2) ≪ 1,     (13)

with x_h taken from (7). At x_h ≈ 2 the next wing term, 3/(2x_h²), is not small, so R is then only a rough measure of the added depth and underestimates it, by a factor of about 1.6 at x_h = 2.1 for small a. In the opposite case, the wing itself reaches depth ln 2 at

x_h ≈ √[aτ_D/(√π ln 2)].     (14)

The width then grows as the square root of the column, much faster than (8). Since R grows as τ_D/ln τ_D at fixed a, any line with a nonzero a leaves the Doppler regime if the column is made large enough. The square-root-of-logarithm law belongs to the range of columns in which the centre is saturated and the wings are still transparent.

For purely natural broadening, with a lower level that does not decay and an upper level that decays only through this line, the upper amplitude falls as exp(-At/2), because the population falls as exp(-At). The polarizability p(ω) has a pole near ω0 - iΓ/2, so the free dipole falls as exp(-Γt/2). The dipole is proportional to the upper amplitude, hence Γ = A. Among lines that differ only in f, both a and τ_D are then proportional to f, so aτ_D grows as f² and the strongest lines leave the regime first.

**10. A model line at 13.4 nm**

Take ω0 = 3.4, which is 92.5 eV or 13.40 nm, with T = 1.1, M = 2.2×10⁵, f = 0.02, n_l = 1.5×10⁻⁸, L = 2×10⁸ and g_l = g_u. These are round model parameters. The populations are assumed to follow Boltzmann's law. This requires an electron density high enough for collisions to maintain them. The listed n_l is about 10¹⁷ cm⁻³. If ions of charge near ten supplied all the electrons, about 10¹⁸ cm⁻³, a van Regemorter estimate puts collisional de-excitation at only 0.02 to 0.09 of A. The populations would then fall below Boltzmann's law near the surface and the line would be self-reversed, as in section 11. De-excitation ten times faster than A needs an electron density of roughly 10²⁰ to 10²¹ cm⁻³. From (2),

Δ = 0.0072974 × 3.4 × √(2.2/2.2×10⁵) = 7.846×10⁻⁵.

The population ratio is n_u/n_l = exp(-3.4/1.1) = 0.0455, so

(n_l - n_u)L = 1.5×10⁻⁸ × 0.9545 × 2×10⁸ = 2.864.

Equation (3) gives

τ0 = 11.137 × 0.0072974 × 0.02 × 2.864/(7.846×10⁻⁵) = 59.3.

Then ln(59.3/0.693) = 4.45, whose square root is 2.109, and

FWHM = 2 × 2.109 × 7.846×10⁻⁵ = 3.31×10⁻⁴ hartree,

or 9.0 meV, equivalent to 1.3 pm in wavelength. This is 2.53 times the width of the thin line.

A column ten times longer raises x_h² from 4.45 to 6.75 and the width from 4.22Δ to 5.20Δ, an increase of 23%. Direct numerical integration of the transfer equation, with the profile built from the Maxwell distribution, gives the same two widths to the digits printed in the numerical output. The central intensity equals the Planck value, 8.04×10⁻⁷ atomic units.

Natural broadening can now be added. Equation (4) gives Γ = 2α³ω0²f = 1.80×10⁻⁷ and a = 1.15×10⁻³. With this damping alone, condition (13) holds well, with R = 0.012, and the Voigt width is 4.23Δ instead of 4.22Δ. At fixed a, R would reach one for a column about 170 times longer.

Now let f = 0.5 with the same column. The factor 25 in f gives τ_D = 1483 and a = 0.0286, and R becomes 4.5. The Doppler formula predicts 5.54Δ, but the Voigt profile gives 12.02Δ. The wing estimate (14) gives 11.76Δ, about 2% below the Voigt value. The correction 3/(2x²) explains the difference: at x ≈ 5.9 it raises the wing depth by 4%, and since the width varies as the square root of that depth, by 2% in width. For this strong line the Doppler law misses more than half of the width, even though natural broadening is the sole addition.

Setting Γ = A gives a lower limit to the damping. With no light entering from outside, populations that follow Boltzmann's law right up to the surface need collisions that de-excite the upper level much faster than it radiates. These collisions also add to Γ, so R and the Voigt widths given here are lower limits for such a slab. Since R is proportional to Γ, R for the weak line reaches one when Γ is about 80 times A. Collisions that leave the level populated also broaden the line, and at the electron density needed for Boltzmann populations they may exceed this limit. The weak line is therefore an illustration of pure Doppler broadening, not a consistent model of a plasma in local equilibrium.

Stark and other collisional broadening, bulk motion, neighbouring lines and the resolution of a spectrometer are left out. The numbers illustrate the law and do not predict the spectrum of a working source.

**11. Why the slab must be uniform**

Near a surface, photons escape more easily. Unless collisions hold the populations fixed, fewer ions there may be excited, and S falls towards the surface. To see the effect on the line, let s be the distance from the emitting face divided by L, and take S(s) = 4S_m s(1 - s), with S_m its largest value. Keep the absorption uniform. Light from s is weakened by exp(-τs), so

I = S_m ∫₀¹ 4s(1 - s) τ exp(-τs) ds.

For τ ≫ 1 the upper limit may be moved to infinity. The integrals of sτ exp(-τs) and s²τ exp(-τs) are then 1/τ and 2/τ², and

I ≈ S_m (4/τ - 8/τ²).

The centre, where τ is largest, now shows the weakly emitting surface layer. The flanks show deeper and brighter plasma. With τ0 = 59.3, the intensity at line centre is only 12% of the maximum, which lies near |x| = 1.76, where the total depth of the slab is about 2.7. (The program searches a grid of step 0.025 and prints the grid point 1.750.) The line has two peaks with a dip between them. Half the central intensity is now far below half the peak, so it no longer gives a useful measure of the width, and (7) does not apply. The flat saturated top of section 6 follows from the uniform source function. Large optical depth alone does not ensure it and is compatible with a deep central reversal.

Calculated quantities

```
MODEL LINE (atomic units unless stated)
omega0 = 3.40 Ha = 92.52 eV
wavelength = 13.401 nm
T = 1.10 Ha, M = 2.20e+05 m_e, f = 0.02
n_lower = 1.50e-08 a0^-3, L = 2.00e+08 a0
n_upper/n_lower = 0.04546
Delta = 7.8459e-05 Ha
tau0 = 59.323, ln(tau0) = 4.0830
Planck source function = 8.0371e-07 a.u.
centre intensity, transfer = 8.0371e-07 a.u.
column x1: FWHM/Delta transfer 4.2188, formula 4.2188
column x10: FWHM/Delta transfer 5.1970, formula 5.1970
FWHM = 3.3100e-04 Ha = 9.007 meV
FWHM in wavelength = 1.305 pm
thin-line FWHM = 1.3064e-04 Ha
thick/thin width ratio = 2.534
leading law 2 sqrt(ln tau0) = 4.0413
GROWTH: widths and area W in units of Delta
tau0, FWHM, 2sqrt(ln tau0), ratio, W, W asymptotic
1e+01 3.2675 3.0349 1.0767 3.3138 3.2737
1e+02 4.4595 4.2919 1.0390 4.5206 4.5109
1e+03 5.3942 5.2565 1.0262 5.4529 5.4489
1e+04 6.1893 6.0697 1.0197 6.2443 6.2422
1e+06 7.5318 7.4338 1.0132 7.5803 7.5795
1e+08 8.6688 8.5839 1.0099 8.7125 8.7121
EDGE from 90% to 10% of saturation, units of Delta
tau0 1e+02: edge 0.6764, estimate 0.6917
tau0 1e+04: edge 0.4912, estimate 0.4983
tau0 1e+08: edge 0.3529, estimate 0.3558
flux constant c = 0.4190, normal constant ln2 = 0.6931
tau0 1e3: flux FWHM/Delta = 5.5777
NATURAL BROADENING at the model column
f = 0.02: tau_D = 59.32, a = 1.145e-03, R = 0.0124
  FWHM/Delta: Doppler 4.2188, Voigt 4.2283
f = 0.5: tau_D = 1483.07, a = 2.863e-02, R = 4.5065
  FWHM/Delta: Doppler 5.5384, Voigt 12.0171
  wing estimate of FWHM/Delta = 11.7571
NONUNIFORM SOURCE 4s(1-s), s = depth/L, same tau0
centre/peak intensity = 0.1169
peak at |x| = 1.750
```
